# The one-minus-cosine rule fails when coupled mean free paths differ

A mobility calculation with several occupied subbands, or with a non-circular Fermi line, reaches a point where a choice must be made. Either each state gets its own scattering rate, with every collision weighted by $1-\cos\theta$, and the conductivity is one sum over states; or the states are kept coupled and a linear system is solved. The first is cheaper. Whether it is allowed depends on what the collisions feed back into each state, and the two-subband case below shows it giving a mobility 17% too high, with errors of opposite sign in the two subbands.

## The equation to be solved

Atomic units are used in the algebra. Let $i$ label a state (subband and wave vector) on a surface of constant energy, with velocity $\mathbf v_i$. Scattering is elastic, weak enough for the Born approximation, and conserves spin, so the rates between individual states are symmetric, $W_{ij}=W_{ji}$. The collision term is

$$\sum_j\left[W_{ji}f_j(1-f_i)-W_{ij}f_i(1-f_j)\right]=\sum_j W_{ij}(f_j-f_i),$$

because the products $f_if_j$ cancel. In a weak uniform force $\mathbf F$ the steady state obeys, to first order,

$$\mathbf F\cdot\mathbf v_i\,\frac{\partial f_0}{\partial E}=\sum_j W_{ij}(\delta f_j-\delta f_i).$$

Write $\delta f_i=(-\partial f_0/\partial E)\,\mathbf F\cdot\boldsymbol\lambda_i$. The factor $\partial f_0/\partial E$ is common to all states of one energy and cancels. Since $\mathbf F$ is arbitrary,

$$\mathbf v_i=\sum_j W_{ij}(\boldsymbol\lambda_i-\boldsymbol\lambda_j).\tag{1}$$

The vector $\boldsymbol\lambda_i$ is a mean free path. The term with $\boldsymbol\lambda_i$ is scattering-out; the term with $\boldsymbol\lambda_j$ is scattering-in.

The solution is unique up to a constant vector if collisions connect the whole energy surface. The difference $\boldsymbol\eta$ of two solutions obeys $\sum_jW_{ij}(\boldsymbol\eta_i-\boldsymbol\eta_j)=0$. Taking the dot product with $\boldsymbol\eta_i$, summing over $i$, and averaging with the same sum after exchange of $i$ and $j$ gives $\tfrac12\sum_{ij}W_{ij}|\boldsymbol\eta_i-\boldsymbol\eta_j|^2=0$, so $\boldsymbol\eta$ is constant. With time-reversal symmetry the rates are unchanged when both wave vectors are reversed, and the constant is fixed by requiring $\boldsymbol\lambda$ to be odd in $\mathbf k$.

The cosine rule proposes instead

$$\boldsymbol\lambda_i^{c}=\tau_i^{c}\mathbf v_i,\qquad \frac1{\tau_i^{c}}=\sum_jW_{ij}(1-\cos\theta_{ij}),\tag{2}$$

where $\theta_{ij}$ is the angle between $\mathbf v_i$ and $\mathbf v_j$.

## A counter-example: two circular subbands

Take an infinite square well of width $L=150$ Å with an isotropic in-plane mass $m=0.10$. These are round model parameters. The subband separation is $3\pi^2/(2mL^2)$, which is 0.0501 eV. A Fermi energy 0.0600 eV above the first subband bottom leaves kinetic energies $\varepsilon_1=0.0600$ eV and $\varepsilon_2=0.0099$ eV. The speeds $v_n=\sqrt{2\varepsilon_n/m}$ differ by a factor 2.47.

Charged impurities with areal density $N=10^{-5}$ Å$^{-2}$ lie at random in the plane $z_0=37.5$ Å inside the well. With dielectric constant $\kappa=12$ and a constant screening wave number $q_s=0.020$ Å$^{-1}$, the matrix element for momentum transfer $q$ is, up to a sign that drops out of the rate,

$$U_{nm}(q)=\frac{2\pi}{\kappa(q+q_s)}\int_0^L\varphi_n(z)\varphi_m(z)e^{-q|z-z_0|}\,dz .$$

The golden rule gives the total rate from subband $n$ to subband $m$:

$$W^0_{nm}=2\pi N\int\frac{d^2k'}{(2\pi)^2}|U_{nm}|^2\,\delta(E-E')=Nm\,\langle|U_{nm}|^2\rangle_\theta ,$$

since $\int k'dk'\,\delta(E-E')=m$ and the remaining angular integral is $2\pi$ times an average. Let $W^1_{nm}=Nm\langle|U_{nm}|^2\cos\theta\rangle_\theta$ be the cosine-weighted rate.

By rotation and mirror symmetry, $\boldsymbol\lambda=\ell_n\hat{\mathbf k}$ in subband $n$. In equation (1) the final direction is $\hat{\mathbf k}'=\cos\theta\,\hat{\mathbf k}+\sin\theta\,\hat{\mathbf t}$, with $\hat{\mathbf t}$ perpendicular to $\hat{\mathbf k}$. The rates are even in $\theta$, so the sine term averages to zero, leaving

$$v_n=\ell_n\sum_mW^0_{nm}-\sum_mW^1_{nm}\ell_m .\tag{3}$$

The cosine rule replaces the last $\ell_m$ by $\ell_n$:

$$\ell_n^c=\frac{v_n}{\sum_m(W^0_{nm}-W^1_{nm})}.\tag{4}$$

In units of $10^{-3}$ eV the computed rates, multiplied by $\hbar$, are $W^0_{11}=1.0525$, $W^0_{12}=W^0_{21}=0.1184$, $W^0_{22}=2.6927$, and $W^1_{11}=0.9738$, $W^1_{12}=W^1_{21}=0.0356$, $W^1_{22}=1.8703$. The diagonal elements of the matrix in (3) are

$$1.0525+0.1184-0.9738=0.1971,\qquad 0.1184+2.6927-1.8703=0.9408 .$$

With $\hbar v_1=3.024$ eV Å and $\hbar v_2=1.226$ eV Å, the system is

$$\begin{pmatrix}0.1971&-0.0356\\-0.0356&0.9408\end{pmatrix}\begin{pmatrix}\ell_1\\ \ell_2\end{pmatrix}=10^3\begin{pmatrix}3.024\\1.226\end{pmatrix}\text{ Å}.$$

Its solution is $\ell_1=15\,700$ Å and $\ell_2=1900$ Å. A direct solution of (1) on a grid of angles, which does not assume the form $\ell_n\hat{\mathbf k}$, agrees. The cosine rule has denominators $0.1971-0.0356=0.1615$ and $0.9408-0.0356=0.9052$, hence $\ell_1^c=18\,700$ Å and $\ell_2^c=1350$ Å: 19% too long in the first subband and 29% too short in the second, relative to the full solution.

The cause can be read off by writing (3) as one effective rate per subband. For the first it is $0.1971-0.0356\,(\ell_2/\ell_1)$. Since $\ell_2/\ell_1=0.121$, scattering-in returns only 0.0043, and the rate is 0.1928. The cosine rule returns the whole 0.0356, as if an electron sent to the second subband kept the long path of the first. For the second subband the factor is $\ell_1/\ell_2=8.27$: scattering-in returns 0.294, and the cosine rule again credits 0.0356.

For the mobility at zero temperature, each subband has density of states $m/\pi$ including spin, and the angular average of $v_x\lambda_x$ is $v_n\ell_n/2$. The conductivity is therefore $\sum_n m v_n\ell_n/(2\pi)$, the electron density is $\sum_n m\varepsilon_n/\pi$, and

$$\mu=\frac{\sum_nv_n\ell_n}{2\sum_n\varepsilon_n}.\tag{5}$$

The full solution gives

$$\frac{\hbar\mu}{e}=\frac{3.024\times15\,685+1.226\times1897}{2\times0.06986}\text{ Å}^2\approx3.56\times10^5\text{ Å}^2,$$

or about 54 000 cm²/(V s). The cosine rule gives $4.17\times10^5$ Å$^2$, about 63 000 cm²/(V s). The second subband supplies only about 5% of the sum in (5), so its large error hardly offsets that of the first.

These numbers belong to a model with Born scattering, constant screening, and neither phonons nor interface roughness. The second subband strains it: its total scattering rate, $2.8\times10^{-3}$ eV, is not very small against its kinetic energy of $9.9\times10^{-3}$ eV. The Born approximation is strained as well, and this does not improve at lower impurity density, because it concerns a single impurity: the Coulomb parameter $e^2/(\kappa\hbar v_n)$ is 0.40 in the first subband and 0.98 in the second. The comparison between (3) and (4) is unaffected, since both use the same rates. The screening wave number is also a chosen value. A two-dimensional Thomas-Fermi estimate for the electrons of both subbands gives about 0.063 Å$^{-1}$, three times larger, so the percentages found here should not be carried over to a real well.

## The general statement

Let $\ell_i^c=\tau_i^c|\mathbf v_i|$ and let $\hat{\mathbf v}_i$ be the unit vector along $\mathbf v_i$. Under the assumptions of (1), **the cosine rule solves the Boltzmann equation if and only if, for every state $i$ on the energy surface,**

$$\sum_jW_{ij}\,\ell_j^c\,\hat{\mathbf v}_j=\ell_i^c\,\hat{\mathbf v}_i\sum_jW_{ij}\cos\theta_{ij}.\tag{6}$$

To prove it, insert $\boldsymbol\lambda_i=\ell_i^c\hat{\mathbf v}_i$ in the right side of (1) and subtract $\mathbf v_i$. By (2), $\mathbf v_i=\ell_i^c\hat{\mathbf v}_i\sum_jW_{ij}(1-\cos\theta_{ij})$. The scattering-out terms cancel, and the remainder is

$$\mathbf R_i=\ell_i^c\hat{\mathbf v}_i\sum_jW_{ij}\cos\theta_{ij}-\sum_jW_{ij}\ell_j^c\hat{\mathbf v}_j .$$

Equation (1) holds if and only if $\mathbf R_i=0$ for all $i$, which is (6).

The condition has two parts. Along $\hat{\mathbf v}_i$ it reads

$$\sum_jW_{ij}\cos\theta_{ij}\,(\ell_i^c-\ell_j^c)=0,\tag{7}$$

and perpendicular to $\hat{\mathbf v}_i$ the vector $\sum_jW_{ij}\ell_j^c\hat{\mathbf v}_j$ must have no component. What scattering-in couples is thus the mean free path, speed times time. Unequal speeds matter through it, and they are neither necessary nor sufficient for failure.

**One circular band.** If the rate depends only on the size of the scattering angle, all $\ell^c$ are equal and (7) holds term by term. The perpendicular part vanishes because $+\theta$ and $-\theta$ are equally likely. The cosine rule is exact here.

**Any shape, even scattering.** Suppose $W_{ij}$ is unchanged when the final wave vector is reversed, as for a constant matrix element. Then $\hat{\mathbf v}_j$ changes sign and $\ell_j^c$ does not, so both sums in (6) vanish. Scattering-in disappears and $\boldsymbol\lambda_i=\mathbf v_i/\sum_jW_{ij}$. The rule holds on an ellipse too, so anisotropy alone does not break it.

**Two circular subbands.** Condition (7) becomes $W^1_{12}(\ell_1^c-\ell_2^c)=0$, with the same condition from the other subband. If $W^1_{12}\ne0$, the rule is exact if and only if the two lengths are equal.

A dimensionless model separates speed from path. Let two subbands have equal densities of states and rates $a_{nm}+b_{nm}\cos\theta$, so that $W^0_{nm}=a_{nm}$ and, because $\langle\cos^2\theta\rangle=\tfrac12$, $W^1_{nm}=b_{nm}/2$. Take $a_{11}=1$, $a_{12}=0.5$, $a_{22}=3$, $b_{11}=b_{22}=0.5$, $b_{12}=0.4$. The denominators in (4) are $1.5-0.45=1.05$ and $3.5-0.45=3.05$. With equal speeds $v_1=v_2=1$ the lengths are unequal, and the cosine rule overestimates the conductivity by 5.1%. With speeds 1.05 and 3.05 both lengths are 1, and the rule is exact although the speeds differ almost threefold.

## The sign of the error for circular subbands

Let $g_n$ be the density of states of subband $n$. Multiply row $n$ of (3) by $g_n$ and set $s_n=g_nv_n$. The system becomes $A\boldsymbol\ell=\mathbf s$, where $A$ is symmetric because $g_nW_{nm}=g_mW_{mn}$ for both kinds of rate. Split it as $A=D+K$, with

$$D_{nm}=\delta_{nm}\,g_n\sum_l(W^0_{nl}-W^1_{nl}),\qquad K_{nm}=\delta_{nm}\sum_lg_nW^1_{nl}-g_nW^1_{nm}.$$

The cosine rule keeps $D$ and drops $K$. Symmetrizing the double sum gives

$$\mathbf x\cdot K\mathbf x=\sum_{nm}g_nW^1_{nm}(x_n^2-x_nx_m)=\tfrac12\sum_{nm}g_nW^1_{nm}(x_n-x_m)^2 .\tag{8}$$

Both $A$ and $D$ are positive definite when collisions spread over a range of angles, since then $|W^1_{nm}|<W^0_{nm}$ wherever $W^0_{nm}\neq0$. The conductivity is proportional to $\mathbf s\cdot\boldsymbol\ell=\mathbf s\cdot A^{-1}\mathbf s$, and completing the square shows that

$$\mathbf s\cdot A^{-1}\mathbf s=\max_{\mathbf x}\left(2\,\mathbf s\cdot\mathbf x-\mathbf x\cdot A\mathbf x\right),$$

with the maximum at $\mathbf x=A^{-1}\mathbf s$. The same holds for $D$. If all intersubband $W^1_{nm}$ are non-negative, (8) is non-negative, so the bracket with $A$ never exceeds the bracket with $D$, and neither does its maximum. The cosine rule then overestimates the conductivity or is exact. If all intersubband $W^1_{nm}$ are non-positive, the inequality reverses, and the rule underestimates it or is exact. The intrasubband rates do not matter, because $x_n-x_n=0$.

The well above has $W^1_{12}>0$, and its mobility is indeed overestimated. In 300 random three-subband models with forward-weighted intersubband scattering, tested by direct solution of (1), the ratio of cosine-rule to full conductivity lay between 1.0001 and 1.20. In 300 with backward-weighted intersubband scattering it lay between 0.83 and 1.0000. These are ranges of the samples, not bounds.

## The limit of a barely occupied subband

Let $k_2\to0$ as the Fermi energy approaches the second subband bottom from above. The intersubband momentum transfer is $q\approx k_1-k_2\cos\theta$. Expanding $|U_{12}|^2$ to first order in $k_2$ and averaging with $\cos\theta$ gives

$$W^1_{12}\approx-\frac{Nmk_2}{2}\,\frac{d|U_{12}|^2}{dq}\bigg|_{q=k_1}.$$

It vanishes linearly in $k_2$, and with it the error in $\ell_1$. In the second subband $v_2=k_2/m$ vanishes linearly as well. There (3) contains the source $v_2+W^1_{21}\ell_1$, while the cosine rule has $v_2$ alone, and $W^1_{22}\to0$ because screening keeps $U_{22}$ finite at small $q$. Hence

$$\frac{\ell_2}{\ell_2^c}\to1+\frac{W^1_{21}\ell_1}{v_2},$$

which stays different from 1 if the derivative above is nonzero. The contribution $v_2\ell_2$ to the mobility falls as $k_2^2$. Near threshold the total mobility can therefore look sound while the path assigned to the new subband is wrong by a finite factor. This is a statement about the solutions of (1). Very close to threshold the scattering rate of the second subband stays finite while its kinetic energy goes to zero, so scattering is no longer weak and (1) itself fails for that subband.

## An elliptical band

Now take one strictly two-dimensional band with masses $m_x=0.10$ and $m_y=1.00$, a Fermi energy of 0.030 eV, and the same impurity density, dielectric constant and screening. The full solution of (1) gives mobilities of about 3660 cm²/(V s) along $x$ and 870 cm²/(V s) along $y$. The cosine rule gives 3950 and 350: 8% too high along $x$ and 59% too low along $y$. The sign theorem does not cover this case, and here both signs occur in one band. These values compare two treatments of one model and do not predict a material's mobility: the total scattering rate is roughly 0.17 to 0.26 of the Fermi energy, and the Thomas-Fermi estimate of the screening wave number would be about 0.10 Å$^{-1}$, five times the value used. A single impurity is also too strong here for the Born approximation: the Coulomb parameter $e^2/(\kappa\hbar v)$ runs from about 0.6 for motion along $x$ to 1.8 for motion along $y$, so the Born rates serve only to define the model.

The full paths are also not parallel to the velocities. The angle between $\boldsymbol\lambda$ and $\mathbf v$ reaches 31°, so no scalar time multiplying the velocity can reproduce the full solution, however it is chosen.

One process shows how the rule misjudges the heavy direction. A collision $(k_x,k_y)\to(-k_x,k_y)$ reverses $v_x$ and leaves $v_y$ unchanged, and

$$1-\cos\theta=1-\frac{v_y^2-v_x^2}{v_x^2+v_y^2}=\frac{2v_x^2}{v_x^2+v_y^2}.$$

On the long flanks of the ellipse, where $|v_x|\gg|v_y|$, this is nearly 2. The rule counts the event as an almost complete reversal for both components, although the current along $y$ has lost nothing. The share of this process in the 59% deficit was not computed.

## Two other shortcuts

Weighting by the change of velocity along its initial direction gives, for circular subbands,

$$\frac1{\tau_n}=\sum_m\left(W^0_{nm}-\frac{v_m}{v_n}W^1_{nm}\right).$$

Putting $\ell_m=\tau_mv_m$ in (3) and dividing by $\tau_nv_n$ gives the correct factor, $\tau_mv_m/(\tau_nv_n)$. This repair therefore assumes equal times where the cosine rule assumes equal paths, and it is exact if all times are equal. In the well it overestimates the mobility by 4%, while $\ell_2$ is still 24% too short.

Dropping scattering-in altogether gives $6.0\times10^4$ Å$^2$, a sixth of the full value, mainly because scattering within the first subband, which carries most of the current, is strongly forward, with a mean cosine of $0.9738/1.0525=0.93$. Scattering-in can be restored by iterating

$$\boldsymbol\lambda_i\leftarrow\frac{\mathbf v_i+\sum_jW_{ij}\boldsymbol\lambda_j}{\sum_jW_{ij}},$$

where each pass adds the distance travelled after one more collision. From the scattering-out value, $\ell_1$ rises to about 4700 Å after one pass and 15 300 Å after twenty, still 2% short. A small change between successive passes is thus poor evidence of convergence when scattering is mostly forward.

For circular subbands the full solution costs one linear system whose size is the number of subbands, so the cosine rule saves almost nothing. For a general Fermi line, $\mathbf R_i$ can be evaluated from the cosine-rule paths themselves. If it is not small compared with $\mathbf v_i$, the rule does not solve (1), and the equation should be solved with the states coupled to find how far the paths are wrong. The size of the residual does not by itself measure that error: parts of it that relax slowly are amplified in the solution, while parts that relax fast may change the paths only a little. The remaining values are in the numerical output below.

## Computed results

```
TWO SUBBANDS: inputs
mass = 0.10 electron masses; well width = 150.0 A
impurity plane from left wall = 37.5 A
impurity density = 1.0e-05 A^-2
dielectric constant = 12.0; screening q = 0.020 A^-1
Fermi energy above subband 1 = 0.0600 eV
subband separation = 0.05014 eV
kinetic energies 1, 2 = 0.06000, 0.00986 eV
Fermi wave vectors 1, 2 = 0.03968, 0.01609 A^-1
hbar*speed 1, 2 = 3.0239, 1.2260 eV A
speed ratio 1/2 = 2.4665
hbar*rates, in 1e-3 eV (total; cosine-weighted)
  1 to 1: 1.05249; 0.97375
  1 to 2: 0.11836; 0.03559
  2 to 1: 0.11836; 0.03559
  2 to 2: 2.69270; 1.87030
cosine-rule hbar/tau 1, 2 = 0.16150, 0.90516 1e-3 eV
speed-ratio hbar/tau 1, 2 = 0.18266, 0.85296 1e-3 eV
mean free paths 1, 2 in A; hbar*mobility/e in A^2
  full matrix: 15684.8, 1896.6; 356088
  cosine rule: 18723.6, 1354.4; 417096
  speed-ratio repair: 16554.4, 1437.3; 370877
  scattering-out only: 2582.7, 436.1; 59720
angular-grid solution: 15684.8, 1896.6 A
  after 1 scattering-in passes: 4735.0, 758.7 A
  after 2 scattering-in passes: 6540.0, 1000.8 A
  after 5 scattering-in passes: 10363.8, 1436.4 A
  after 20 scattering-in passes: 15332.8, 1870.1 A
cosine/full path ratios 1, 2 = 1.1937, 0.7141
cosine/full mobility = 1.1713
mobility full, cosine = 54099, 63368 cm^2/(V s)
ELLIPSE: same impurity density, dielectric constant, screening
masses x, y = 0.10, 1.00 electron masses
Fermi energy = 0.030 eV
x: hbar*mobility/e full, cosine = 24112.7, 25988.9 A^2
x: cosine/full = 1.0778
x: full, cosine = 3663.4, 3948.4 cm^2/(V s)
y: hbar*mobility/e full, cosine = 5703.1, 2314.0 A^2
y: cosine/full = 0.4057
y: full, cosine = 866.5, 351.6 cm^2/(V s)
largest angle between path and velocity = 30.81 degrees
cosine-rule relative error, circle = 7.6e-16
same, ellipse with constant element = 5.9e-16
DIMENSIONLESS MODELS: cosine/full conductivity
even rates 11, 12, 22 = 1.0, 0.5, 3.0
odd rates 11, 12, 22 = 0.5, 0.4, 0.5
equal speeds 1, 1: 1.0510
speeds 1.05, 3.05 (equal paths): 1.0000
300 forward models: 1.0001 to 1.1994
300 backward models: 0.8306 to 1.0000
```
